# Fitting isochronal defect annealing: barrier, frequency factor and order from several schedules

## Two samples, one heating each

Suppose a defect disappears by a first-order reaction with rate $\nu e^{-E/kT}$, where $E$ is the activation energy and $\nu$ the frequency factor. A sample held once at temperature $T$ for a time $\Delta t$ keeps the fraction

$$f=\exp\!\left(-\nu\,\Delta t\,e^{-E/kT}\right).$$

Two samples with different hold times end at the same $f$ if $\Delta t_1e^{-E/kT_1}=\Delta t_2e^{-E/kT_2}$. Taking logarithms gives

$$E=\frac{\ln(\Delta t_2/\Delta t_1)}{1/kT_2-1/kT_1}.$$

Neither $\nu$ nor the exponential form of $f$ enters. Any rate law in which $f$ depends on the product of time and Arrhenius factor gives the same $E$. The shift between two hold times thus measures the barrier separately from the shape of the curve. A single hold time has no such shift, and there $E$ and the reaction order must both be read from the shape.

In an isochronal experiment one sample passes through a staircase of rising temperatures, with equal holds and a reading of $f$ after each. The scheme below treats the accumulated annealing and fits $E$, $\nu$ and the order $n$ together.

## Model and closed solution

Let $f=N/N_0$ be the surviving fraction, with

$$\frac{df}{dt}=-\nu e^{-E/kT}f^n,\qquad f(0)=1 .$$

Here $E$, $\nu$ and $n$ are constants, and heating and cooling between holds take no time. If the concentration obeys $dN/dt=-Ke^{-E/kT}N^n$, then $\nu=KN_0^{\,n-1}$. For $n\ne1$ all samples must therefore start from the same $N_0$, or this factor must be put into the fit.

Write $\beta=1/kT$, choose a reference temperature $T_r$, and define the rate there, $k_r=\nu e^{-E\beta_r}$. Then $\nu e^{-E\beta}=k_re^{-E(\beta-\beta_r)}$. Dividing the rate equation by $f^n$ and integrating over the first $j$ holds gives

$$\int_{f_j}^{1}\frac{df'}{f'^{\,n}}=\frac{f_j^{1-n}-1}{n-1}=k_r\Theta_j\equiv x_j,\qquad
\Theta_j=\Delta t\sum_{i\le j}e^{-E(\beta_i-\beta_r)} .$$

The dose $\Theta$ is the equivalent hold time at $T_r$. With $m=n-1$, solving for $f$ gives

$$f=(1+mx)^{-1/m},\qquad f\to e^{-x}\ \text{as}\ m\to0 .$$

For $n<1$ the defect is used up at $x=1/(1-n)$, and $f=0$ afterwards.

## What one schedule can determine

If the power law is assumed and the data have no noise, one schedule distinguishes nearby values of all three parameters, because the three slopes derived below are linearly independent. Several schedules are needed for two other reasons.

The first is an unknown rate law. Replace $f^n$ by an unspecified function, so that $g(f)=\Theta$ with $g$ unknown. For any trial barrier $E'$ the doses $\Theta_j(E')$ increase with $j$ while the noise-free $f_j$ decrease. One can then define $g$ through $g(f_j)=\Theta_j(E')$, and the fit is perfect for every $E'$. A second hold time removes most of this freedom, since the same $g$ must describe both curves. With finitely many readings a narrow range of barriers remains, because $g$ is free between the points. For noise-free 5 and 180 min curves in the example below, this range is about 1.96 to 2.02 eV.

The second reason is noise, which turns a weak distinction between $E$ and $n$ into large errors.

## Slopes for the fit

From $f=\exp[-\ln(1+mx)/m]$ we get $\partial f/\partial x=-f/(1+mx)$. Since $1+mx=f^{-m}$, this equals $-f^{n}$. The dose variable has $\partial x/\partial\ln k_r=x$, so

$$\frac{\partial f}{\partial\ln k_r}=-xf^n,\qquad
\frac{\partial f}{\partial E}=f^n k_r\Delta t\sum_{i\le j}(\beta_i-\beta_r)e^{-E(\beta_i-\beta_r)},$$

$$\frac{\partial f}{\partial n}=f\left[\frac{\ln(1+mx)}{m^2}-\frac{x}{m(1+mx)}\right].$$

For small $m$ the two terms in the bracket are $x/m-x^2/2+mx^3/3$ and $x/m-x^2+mx^3$. Their difference is $x^2/2-2mx^3/3$, finite at first order.

Let the readings have independent Gaussian noise of standard deviation $s$, and let $J$ hold the slopes, one row per reading. Near the solution, least squares turns the noise vector $\epsilon$ into the parameter error $(J^TJ)^{-1}J^T\epsilon$. Its covariance is

$$C=s^2(J^TJ)^{-1}.$$

## Why the hold time matters

Take $n=1$ and set $w=xe^{-x}$. The slopes for $\ln k_r$ and $n$ are $-w$ and $wx/2$. The slope for $E$ needs $\partial\ln x/\partial E=\beta_r-\langle\beta\rangle$, where the average runs over the steps so far, weighted by their doses.

For a temperature step $\delta T$, neighbouring terms of the dose differ by about the factor $e^{-y}$, with $y=E\,\delta T/kT^2$. The geometric sum gives

$$x\approx\nu\,\Delta t\,\mathcal C\,e^{-E\beta},\qquad \mathcal C=\frac1{1-e^{-y}},$$

and $\langle\beta\rangle$ exceeds the current $\beta$ by about $y/[E(e^y-1)]$. Both corrections vary slowly with temperature. Treating them as constant and solving for $\beta$ yields

$$\frac{\partial f}{\partial E}\approx-\frac wE\left(\ln x-\ln\Delta t+\text{const}\right).$$

On one schedule $\ln\Delta t$ is a constant too. The fit must then separate $\ln x$ from $x/2$ after a constant has been absorbed by $k_r$. Over the range where $w$ is large these functions are similar: a higher order broadens the transition and a higher barrier sharpens it. Different hold times give the $E$ slope a different offset at the same $x$, which no function of $x$ alone can imitate.

To quantify this, write each slope as $w$ times a function $h$. Eliminating $\ln k_r$, for which $h=-1$, from $J^TJ$ leaves

$$\sum w^2h_ah_b-\frac{(\sum w^2h_a)(\sum w^2h_b)}{\sum w^2}=M\,\mathrm{Cov}(h_a,h_b),\qquad M=\sum w^2,$$

with covariances weighted by $w^2$. Successive readings are spaced by about $y$ in $\ln x$. If they sample the whole transition well, the sums become integrals:

$$\sum w^2h\approx\frac1y\int_0^\infty w^2h\,\frac{dx}{x}=\frac1y\int_0^\infty xe^{-2x}h\,dx .$$

Setting $h=1$ gives $M\approx1/(4y)=kT^2/(4E\,\delta T)$ per schedule.

With $t=2x$ the normalized weight is $te^{-t}$, so $\langle t^a\rangle=\Gamma(2+a)$. Hence $\mathrm{Var}(t)=6-4=2$ and $\mathrm{Var}(x/2)=2/16=1/8$. Let $\psi$ be the logarithmic derivative of $\Gamma$. Differentiating $\ln\langle t^a\rangle$ twice at $a=0$ gives $\mathrm{Var}(\ln x)=\psi'(2)=\pi^2/6-1$. Finally $\langle t\ln t\rangle=\Gamma'(3)=2\psi(3)$ and $\psi(3)-\psi(2)=1/2$, so $\mathrm{Cov}(t,\ln t)=1$ and $\mathrm{Cov}(x/2,\ln x)=1/4$.

Let $V$ be the population variance of $\ln\Delta t$ over equally sampled schedules. It adds to $\mathrm{Var}(\ln x)$ and leaves the other two moments unchanged. With $D=\pi^2/6-1+V$ the reduced matrix for $(E,n)$ is

$$M\begin{pmatrix}D/E^2&-1/(4E)\\-1/(4E)&1/8\end{pmatrix}.$$

Its inverse, times $s^2$, gives

$$\sigma_E\approx\frac{sE}{\sqrt{M(D-\tfrac12)}},\qquad
\sigma_n\approx\frac{s}{\sqrt{M\left(\tfrac18-\tfrac1{16D}\right)}},\qquad
\rho_{En}\approx\frac{1/4}{\sqrt{D/8}} .$$

For one hold time $D-\tfrac12=\pi^2/6-\tfrac32=0.145$, which is small. Within this approximation, $V$ dominates for widely spread hold times, $\rho_{En}$ falls as $V^{-1/2}$, and $\sigma_E$ approaches $sE/\sqrt{MV}$. The order gains less: $\sigma_n$ levels off at $s\sqrt{8/M}$, the error it would have if $E$ were known.

## The frequency factor stays correlated

From $\ln\nu=\ln k_r+E\beta_r$, an error in $E$ is multiplied by $\beta_r$ when the rate is extrapolated to infinite temperature. Several hold times shorten this error ellipse but leave it narrow. Quoting $k_r$ instead weakens the correlation, though not completely at an arbitrary $T_r$. The rate at another inverse temperature $\beta'$ is $\ln k'=\ln k_r-E(\beta'-\beta_r)$. Its covariance with $E$ vanishes for

$$\beta'=\beta_r+\frac{\mathrm{Cov}(\ln k_r,E)}{\sigma_E^2}.$$

## Algorithm

The starting scan assumes $n=1$. At the right barrier, $\ln\Theta-\ln(-\ln f)$ has one value, $-\ln k_r$, at all levels and in all schedules.

```
input: temperatures, hold times, readings f, noise s, T_r
for E on a grid from 0.5 to 4 eV:
    for each schedule and level L = 0.75, 0.50, 0.25:
        find the first crossing of L; interpolate ln(dose)
        q = ln(dose) - ln(-ln L)
    record standard deviation and mean of all q
start: E of least deviation, ln k_r = -mean(q), n = 1
repeat until converged:
    weights = exp(-E*(beta - beta_r))
    x and dx/dE from cumulative sums
    f_model and three slopes
    damped Gauss-Newton step in (ln k_r, E, n)
C = s^2 * inverse(J^T J)
ln nu = ln k_r + E*beta_r
var(ln nu) = C_kk + 2*beta_r*C_kE + beta_r^2*C_EE
```

**Cost.** Cumulative sums make one evaluation linear in the number of readings $P$. Forming $J^TJ$ is also linear in $P$, and the matrix to be solved is $3\times3$.

**Stability.** The reference temperature keeps the exponentials moderate. Near $n=1$ the order slope subtracts two terms of size $x/|m|$, so rounding grows as $1/|m|$. For $|m|<10^{-6}$ and $|m|x\ll1$ use $f=\exp(-x+mx^2/2)$ and the bracket $x^2/2-2mx^3/3$. Elsewhere evaluate $\ln(1+mx)$ with a routine accurate for small arguments. For $n<1$, keep $1+mx$ from reaching zero.

## Worked example

The round inputs are $E=2.0$ eV, $\nu=10^{13}$ s$^{-1}$, $n=1$ and $s=0.02$. Temperatures run from 520 to 680 K in steps of 10 K, with $T_r=600$ K, where $k_r=1.588\times10^{-4}$ s$^{-1}$. The readings are the closed solution plus Gaussian random numbers.

| $T$ (K) | 5 min | 30 min | 180 min |
|---|---|---|---|
| 520 | 1.000 | 1.018 | 0.993 |
| 530 | 1.021 | 0.996 | 0.980 |
| 540 | 1.014 | 1.006 | 0.966 |
| 550 | 1.012 | 0.998 | 0.904 |
| 560 | 1.027 | 0.961 | 0.823 |
| 570 | 0.964 | 0.922 | 0.693 |
| 580 | 0.964 | 0.862 | 0.426 |
| 590 | 0.926 | 0.733 | 0.160 |
| 600 | 0.906 | 0.548 | 0.050 |
| 610 | 0.850 | 0.321 | -0.001 |
| 620 | 0.703 | 0.106 | 0.012 |
| 630 | 0.531 | 0.035 | 0.012 |
| 640 | 0.267 | -0.031 | -0.008 |
| 650 | 0.123 | 0.016 | -0.039 |
| 660 | 0.006 | -0.013 | -0.007 |
| 670 | 0.037 | -0.011 | 0.011 |
| 680 | 0.018 | -0.027 | -0.008 |

Without noise, straight lines between neighbouring readings put the half-way points of the 5 and 180 min curves at 631.0 and 576.6 K. The opening formula gives $E\approx3.584/(20.126-18.391)=2.07$ eV. It is high because it ignores the earlier steps. The factor $\mathcal C$ is 2.26 at the upper temperature and 1.99 at the lower, so the logarithm should be reduced by 0.13, which gives 1.99 eV.

The comparison design repeats the 30 min schedule three times. Both designs have 51 readings.

| Quantity | 30 min, three times | 5, 30, 180 min |
|---|---|---|
| fitted $E$ (eV) | $2.17\pm0.11$ | $2.03\pm0.03$ |
| fitted $\log_{10}(\nu\,\mathrm{s})$ | $14.4\pm0.9$ | $13.3\pm0.2$ |
| fitted $n$ | $1.05\pm0.11$ | $1.00\pm0.06$ |
| $\rho$ of $E$ and $n$ | 0.885 | 0.420 |
| $\rho$ of $E$ and $\ln\nu$ | 0.9999 | 0.998 |
| $\rho$ of $E$ and $\ln k_r$ | 0.908 | 0.436 |

The errors come from $C$ at the true parameters. For the three hold times $V=\tfrac23(\ln6)^2=2.14$ and $M=1.142$, so the rule gives

$$\sigma_E\approx\frac{0.02\times2.0}{\sqrt{1.142\,(0.145+2.140)}}=0.025\ \text{eV},$$

against 0.026 eV from the full matrix. For the repeated schedule it gives 0.099 against 0.108 eV, low by 9%. Refitting 400 fresh noisy data sets per design gave standard deviations in $E$ of 0.112 and 0.026 eV.

The ratio of the two errors in $E$ is 4.1. Repetition alone would need about $4.1^2\approx17$ times as many readings to match it. Total hold time, with ramps not counted, differs: 25.5 h for the repeated design and 60.9 h for the three holds. Spending 60.9 h of hold time on repeating the 30 min schedule would lower its error to $0.108\sqrt{25.5/60.9}=0.070$ eV, still 2.6 times the error with three holds. Shorter holds repeat faster: the 5 min schedule fits 43 times into the same hold time and reaches about 0.027 eV, but it needs 43 samples and 731 readings in place of 51, and ramps weigh more on short holds. The statistical gain from several hold times is thus a gain per reading, not per hour of hold. If the order were known to be one, the repeated design would reach 0.050 eV, so the trade-off with $n$ roughly doubles its error.

Forcing $n=1.3$ on noise-free data shows the same valley. The repeated design moves to $E=2.27$ eV while the sum of squared residuals, divided by $s^2$, rises by 6.5. With three hold times $E$ moves to 2.06 eV and the rise is 26. The wrong order is thus easier to reject and does less harm.

For the unknown rate law, $f(\Theta)$ was interpolated from the noise-free 5 min curve and used to predict the 180 min curve. The largest error in $f$ was 0.002 with $E=2.0$ eV, all of it from the interpolation, and 0.29 with $E=1.6$ eV, although both choices reproduce the 5 min curve.

## Failure modes and their size

The statistical error assumes that the model is right. The table shows what happens when noise-free data from the three-hold design contain an effect that the fit ignores.

| Ignored effect | Shift of $E$ (eV) | Shift of $n$ |
|---|---|---|
| heating and cooling at 1 K/s | +0.057 | +0.048 |
| 180 min run 2 K hotter than recorded | -0.075 | -0.065 |
| Gaussian barrier spread, 0.03 eV | -0.005 | +0.28 |
| prefactor proportional to $T$ | +0.051 | 0.000 |
| parallel channel | +0.043 | -0.002 |
| 1% partner depletion | 0.000 | +0.004 |
| signal scale 2% too high | +0.015 | -0.059 |

One heating and cooling pair equals 29.5 s of hold at 600 K. This lengthens the 5 min holds by 10% and hardly changes the 180 min holds, so the true ratio of times is smaller than assumed and $E$ comes out high. The cure is to add the ramps to the dose.

A prefactor proportional to $T$ changes the local slope, $-d\ln(Te^{-E\beta})/d\beta=E+kT$, and $kT=0.052$ eV at 600 K. The parallel channel carries 10% of the main rate at 600 K and has a barrier 0.5 eV higher. The rate-weighted barrier is higher by $0.1\times0.5/1.1=0.045$ eV, close to the fitted shift.

A barrier spread $\sigma_b$ imitates a higher order. It spreads $\ln k$ by $b=\sigma_b/kT$, and averaging $\exp(-xe^u)$ over a Gaussian $u$ of that width gives, to second order,

$$e^{-x}\left[1+\tfrac12b^2(x^2-x)\right].$$

The $x^2$ term matches the order slope $\tfrac12x^2e^{-x}$ with $\delta n=b^2$; the other term is a rate increase $\delta\ln k=b^2/2$. For 0.01 eV this predicts 0.037 and the fit gives 0.036. For 0.03 eV it predicts 0.34 against 0.28, so higher terms matter. A fitted order above one is therefore not proof of pair recombination.

## The real case

The temperatures and times of the example roughly suit the vacancy–oxygen pair in irradiated, oxygen-rich silicon, which disappears near 600 K, largely by moving to interstitial oxygen. With oxygen in large excess this is nearly first order, and $\nu$ then contains the oxygen concentration and is not a bare vibration frequency. For capture limited by diffusion, $\nu=4\pi R\,c\,D_0$, where $R$ is the capture radius, $c$ the oxygen concentration and $D_0$ the prefactor of the pair's diffusion coefficient. With $R=0.5$ nm and $c=10^{18}$ cm$^{-3}$, the value $\nu=10^{13}$ s$^{-1}$ would need $D_0\approx16$ cm$^2$/s, thousands of times the simple hopping estimate $l^2\nu_0/6\approx0.0025$ cm$^2$/s for jumps of length $l=0.384$ nm and an attempt frequency $\nu_0=10^{13}$ s$^{-1}$. The round values of $E$ and $\nu$ therefore illustrate the fit and are not constants of this defect. The depletion row assumes one oxygen atom consumed per pair and 100 oxygen atoms per initial pair. Charge matters little here: a level 0.17 eV below the conduction band, $10^{16}$ electrons per cm$^3$ and a density-of-states mass of 1.1 electron masses, all rough, leave about 0.7% of the pairs negative at 600 K. Here the ratio of negative to neutral pairs is $2(n_e/N_c)\,e^{0.17\,\text{eV}/kT}$, where $n_e$ is the electron density, $N_c\approx8\times10^{19}$ cm$^{-3}$ is the effective density of band states, and the factor 2 counts the spin states of the extra electron. Charged pairs would need to react about 150 times faster to contribute equally. Real furnaces break the assumptions of instant ramps and perfect thermometry, and for this example the two faults in the table move $E$ by 0.057 and 0.075 eV, each more than twice the statistical error. New pairs formed by vacancies released from other defects are not included and could distort the early part of the curve.

Numerical values quoted here were computed with a short program.
